# Descreening an ultrasoft pseudopotential and recovering the reference eigenvalues: test program

```python
"""Descreening of an ultrasoft pseudopotential, tested on the carbon atom (LDA).

Result under test: with
    V_ion = V_loc - V_H[n] - V_xc[n],   D0_ij = D_ij - integral V_loc Q_ij,
the self-consistent pseudo-atom has the all-electron valence eigenvalues.
V_loc : screened local potential, all-electron potential beyond r_cut
n     : valence density including the augmentation charge
Q_ij  : u_i u_j - ut_i ut_j (u all-electron, ut pseudo radial functions)
q_ij  : integral of Q_ij;  beta_i : projectors;  D_ij : screened coefficients
S     : overlap operator 1 + sum q_ij |beta_i><beta_j|
Radial functions u = r R(r); rho = 4 pi r^2 n.  Hartree atomic units inside.
"""
from itertools import product
from types import SimpleNamespace

import numpy as np
from numpy.polynomial.legendre import Legendre
from pyscf.dft import libxc
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigvalsh, solve

EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
Z, Z_VALENCE = 6, 4

# ---- spectral elements with Gauss-Lobatto-Legendre nodes; r_cut is an edge
edges = np.array([0, .3, .7, 1.2, 1.7, 2.4, 3.4, 5, 7.5, 11, 16, 22.])
order = 12
legendre = Legendre.basis(order)
x = np.concatenate([[-1.], np.sort(legendre.deriv().roots().real), [1.]])
px = legendre(x)
gauss = 2 / (order * (order + 1) * px**2)
diff = np.zeros((order + 1, order + 1))
for i, j in product(range(order + 1), repeat=2):
    if i != j:
        diff[i, j] = px[i] / (px[j] * (x[i] - x[j]))
diff[0, 0], diff[-1, -1] = -order * (order + 1) / 4, order * (order + 1) / 4

size = order * (len(edges) - 1) + 1
nodes, weights, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
for k in range(len(edges) - 1):
    part = slice(k * order, (k + 1) * order + 1)
    half = (edges[k + 1] - edges[k]) / 2
    nodes[part] = (edges[k + 1] + edges[k]) / 2 + half * x
    weights[part] += half * gauss
    stiff[part, part] += diff.T @ (gauss[:, None] * diff) / half
r, w = nodes[1:-1], weights[1:-1]
K, K_edge = stiff[1:-1, 1:-1], stiff[1:-1, -1]
root = np.sqrt(w)
kinetic = K / 2 / np.outer(root, root)
identity = np.eye(r.size)
cut, far = 3 * order - 1, 4 * order - 1      # nodes at r_cut and next edge
r_cut = r[cut]
inside = np.arange(r.size) < cut


def slope(f):
    """Derivative at r_cut, taken in the element just outside it."""
    return diff[0] @ f[cut:far + 1] * 2 / (edges[4] - edges[3])


def hamiltonian(l, v):
    return kinetic + np.diag(l * (l + 1) / (2 * r**2) + v)


def screening(rho):
    """Hartree potential, xc potential and Hartree + xc energy."""
    v_h = solve(K, w * rho / r - K_edge * (w @ rho)) / r
    density = np.maximum(rho, 0) / (4 * np.pi * r**2)
    exc, vxc = libxc.eval_xc("lda,vwn", density, spin=0, deriv=1)[:2]
    exc, v_xc = np.reshape(exc, -1), np.reshape(vxc[0], -1)
    return v_h, v_xc, w @ (rho * (v_h / 2 + exc))


def self_consistent(states, electrons, decay):
    """Iterate from an exponential density; states(v) -> levels, f, u, rho."""
    rho = electrons * decay**3 / 2 * r**2 * np.exp(-decay * r)
    v = sum(screening(rho)[:2])
    for step in range(1, 600):
        levels, filling, orbitals, rho = states(v)
        if step == 1:
            first = levels
        v_h, v_xc, e_hxc = screening(rho)
        change = v_h + v_xc - v
        if np.abs(change).max() < 1e-8:
            total = filling @ levels - w @ (rho * v) + e_hxc
            return SimpleNamespace(levels=levels, orbitals=orbitals, rho=rho,
                                   v=v, total=total, first=first, steps=step)
        v = v + 0.3 * change
    raise RuntimeError("no self-consistency")


def all_electron(f_p):
    def states(v):
        levels, orbitals = [], []
        for l, count in ((0, 2), (1, 1)):
            e, c = eigh(hamiltonian(l, v - Z / r),
                        subset_by_index=[0, count - 1])
            levels += list(e)
            orbitals += [c[:, k] / root * np.sign(c[cut, k])
                         for k in range(count)]
        filling = np.array([2., 2., f_p])
        rho = sum(f * u**2 for f, u in zip(filling, orbitals))
        return np.array(levels), filling, orbitals, rho
    return self_consistent(states, 4 + f_p, 2.0)


def regular_solution(h, s, energy):
    """Solution regular at the origin, for nodes up to the edge past r_cut."""
    a = h - energy * s
    c = np.zeros(r.size)
    c[far] = 1
    c[:far] = -solve(a[:far, :far], a[:far, far])
    return c / root


def make_channel(l, e_bound, u_bound, shift, v_ae, v_loc):
    """Projectors, augmentation functions and coefficients for one l."""
    energies = np.array([e_bound, e_bound + shift])
    u2 = regular_solution(hamiltonian(l, v_ae), identity, energies[1])
    full = np.array([u_bound, u2 * u_bound[cut] / u2[cut]])
    powers = l + 1 + 2 * np.arange(4)
    match = np.array([[np.prod(p - np.arange(m)) * r_cut**float(p - m)
                       for p in powers] for m in range(4)])
    soft, chi = [], []
    for e, u in zip(energies, full):
        second = (l * (l + 1) / r**2 + 2 * (v_ae - e)) * u
        coef = solve(match, [u[cut], slope(u), second[cut], slope(second)])
        poly = sum(c * r**float(p) for c, p in zip(coef, powers))
        poly2 = sum(c * p * (p - 1) * r**float(p - 2)
                    for c, p in zip(coef, powers))
        soft.append(np.where(inside, poly, u))
        chi.append(np.where(inside, poly2 / 2 + (
            e - v_loc - l * (l + 1) / (2 * r**2)) * poly, 0))
    soft, chi = np.array(soft), np.array(chi)
    B = (soft * w) @ chi.T
    b = np.linalg.inv(B).T @ chi * root
    Q = np.where(inside, full[:, None] * full[None] - soft[:, None] * soft[None], 0)
    q = Q @ w
    D = B + q * energies[None, :]
    screen = Q @ (w * v_loc)
    return SimpleNamespace(l=l, energies=energies, full=full, soft=soft, B=B,
                           b=b, Q=Q, q=q, D=D, screen=screen, D0=D - screen,
                           S=identity + b.T @ q @ b)


def ghost_free(ch, v_loc):
    if eigvalsh(ch.S)[0] < 0.02:
        return False
    h = hamiltonian(ch.l, v_loc) + ch.b.T @ ch.D @ ch.b
    lowest = eigh(h, ch.S, eigvals_only=True, subset_by_index=[0, 0])[0]
    return abs(lowest - ch.energies[0]) < 1e-5


# ---- all-electron reference and generation of the pseudopotential
atom = all_electron(2.0)
v_ae = atom.v - Z / r
curvature = slope(v_ae) / (2 * r_cut)
parabola = v_ae[cut] + curvature * (r**2 - r_cut**2)
channels = None
for shift, bump in product((1.0, 0.5, 1.5), (0, 1, -1, 2, -2, 3, -3, 5)):
    v_loc = np.where(inside, parabola + bump * (1 - (r / r_cut)**2)**3, v_ae)
    trial = [make_channel(l, atom.levels[l + 1], atom.orbitals[l + 1],
                          shift, v_ae, v_loc) for l in (0, 1)]
    if all(ghost_free(ch, v_loc) for ch in trial):
        channels = trial
        break
assert channels is not None, "every trial setting has a ghost state"
reference = atom.levels[1:]
rho_valence = 2 * atom.orbitals[1]**2 + 2 * atom.orbitals[2]**2
v_h, v_xc, _ = screening(rho_valence)
v_ion = v_loc - v_h - v_xc

# ---- D is symmetric although B is not; scattering at the second energy
for ch in channels:
    assert abs(ch.D[0, 1] - ch.D[1, 0]) < 1e-6
    assert abs(ch.B[0, 1] - ch.B[1, 0]) > 1e-5
    h = hamiltonian(ch.l, v_loc) + ch.b.T @ ch.D @ ch.b
    u = regular_solution(h, ch.S, ch.energies[1])[cut:far + 1]
    target = ch.full[1][cut:far + 1]
    u = u * (u @ target) / (u @ u)
    assert np.abs(u - target).max() < 1e-5 * np.abs(target).max()

# ---- Coulomb tail of the ionic potential
tail = 6 * order - 1
assert abs(r[tail] * v_ion[tail] + Z_VALENCE) < 1e-6


def augmented(ch, u):
    p = ch.b @ (root * u)
    return p, u**2 + np.einsum("i,j,ijr->r", p, p, ch.Q)


# ---- variation of the unscreened energy: dE = 2 sum f eps <eta|S|u>
def energy(orbitals):
    value, rho = 0, 0
    for ch, u in zip(channels, orbitals):
        p, part = augmented(ch, u)
        rho = rho + 2 * part
        value += 2 * (u @ K @ u / 2 + p @ ch.D0 @ p
                      + w @ (ch.l * (ch.l + 1) / (2 * r**2) * u**2))
    return value + w @ (rho * v_ion) + screening(rho)[2]


step_size = 1e-4
eta = [r**(l + 1) * np.exp(-1.5 * r) for l in (0, 1)]
shifted = [[ch.soft[0] + s * step_size * d for ch, d in zip(channels, eta)]
           for s in (1, -1)]
slope_numeric = (energy(shifted[0]) - energy(shifted[1])) / (2 * step_size)
slope_formula = sum(4 * ch.energies[0] * ((root * d) @ ch.S @ (root * ch.soft[0]))
                    for ch, d in zip(channels, eta))
assert abs(slope_numeric - slope_formula) < 1e-5


# ---- self-consistent pseudo-atom from an unrelated starting density
def pseudo_atom(f_p, frozen=False):
    def states(v):
        v_eff = v_ion + v
        levels, orbitals, rho = [], [], 0
        filling = np.array([2., f_p])
        for ch, f in zip(channels, filling):
            D = ch.D if frozen else ch.D0 + ch.Q @ (w * v_eff)
            e, c = eigh(hamiltonian(ch.l, v_eff) + ch.b.T @ D @ ch.b, ch.S,
                        subset_by_index=[0, 0])
            levels.append(e[0])
            orbitals.append(c[:, 0] / root)
            rho = rho + f * augmented(ch, orbitals[-1])[1]
        return np.array(levels), filling, orbitals, rho
    return self_consistent(states, 2 + f_p, 1.2)


pseudo = pseudo_atom(2.0)
density_error = w @ np.abs(pseudo.rho - rho_valence)
assert np.abs(pseudo.levels - reference).max() < 1e-6
assert density_error < 1e-5
frozen_neutral = pseudo_atom(2.0, frozen=True)
assert np.abs(frozen_neutral.levels - reference).max() < 1e-6

# ---- another configuration: the ion C+, where D must follow the potential
ion_ae, ion_ps = all_electron(1.0), pseudo_atom(1.0)
ion_frozen = pseudo_atom(1.0, frozen=True)
ip_ae, ip_ps = ion_ae.total - atom.total, ion_ps.total - pseudo.total
error_updated = ion_ps.levels - ion_ae.levels[1:]
error_frozen = ion_frozen.levels - ion_ae.levels[1:]
assert abs(error_updated[1]) < abs(error_frozen[1])
assert abs(ip_ps - ip_ae) * EV < 0.1

# ---- numbers
print(f"r_cut = {r_cut * ANGSTROM:.4f} angstrom")
print(f"second energy above first = {shift * EV:.4f} eV")
print(f"bump added to parabola = {bump * EV:.4f} eV")
print(f"V_loc(0) = {(parabola[cut] - curvature * r_cut**2 + bump) * EV:.4f} eV")
print(f"at r_cut: V_loc = {v_loc[cut] * EV:.4f} eV")
print(f"at r_cut: V_H[n] = {v_h[cut] * EV:.4f} eV")
print(f"at r_cut: V_xc[n] = {v_xc[cut] * EV:.4f} eV")
print(f"at r_cut: V_ion = {v_ion[cut] * EV:.4f} eV")
print(f"at r_cut: -Z_v/r = {-Z_VALENCE / r_cut * EV:.4f} eV")
print(f"-r V_ion at {r[tail] * ANGSTROM:.4f} angstrom = "
      f"{-r[tail] * v_ion[tail]:.6f} (charge, e)")
for ch, name in zip(channels, "sp"):
    print(f"{name}: lowest eigenvalue of S = {eigvalsh(ch.S)[0]:.4f}")
    print(f"{name}: B12, B21 = {ch.B[0, 1] * EV:.5f}, {ch.B[1, 0] * EV:.5f} eV")
    for i, j in ((0, 0), (0, 1), (1, 1)):
        print(f"{name}{i + 1}{j + 1}: q = {ch.q[i, j]:.5f}; D, int V_loc Q, D0 = "
              f"{ch.D[i, j] * EV:.4f}, {ch.screen[i, j] * EV:.4f}, "
              f"{ch.D0[i, j] * EV:.4f} eV")
soft_charge = sum(2 * (w @ ch.soft[0]**2) for ch in channels)
print(f"soft charge = {soft_charge:.5f} e")
print(f"augmentation charge = {sum(2 * ch.q[0, 0] for ch in channels):.5f} e")
print(f"energy slope, finite difference = {slope_numeric * EV:.5f} eV")
print(f"energy slope, 2 sum f eps <eta|S|u> = {slope_formula * EV:.5f} eV")
for k, name in enumerate(("2s", "2p")):
    print(f"{name} all-electron = {reference[k] * EV:.5f} eV "
          f"({reference[k]:.6f} hartree)")
    print(f"{name} pseudo, first iteration = {pseudo.first[k] * EV:.5f} eV")
    print(f"{name} pseudo, self-consistent = {pseudo.levels[k] * EV:.5f} eV")
    print(f"{name} difference = {(pseudo.levels[k] - reference[k]) * EV:.1e} eV")
print(f"pseudo-atom iterations = {pseudo.steps}")
print(f"integrated density difference = {density_error:.1e} e")
for k, name in enumerate(("2s", "2p")):
    print(f"C+ {name} all-electron = {ion_ae.levels[k + 1] * EV:.4f} eV")
    print(f"C+ {name} error, D updated = {error_updated[k] * EV:.4f} eV")
    print(f"C+ {name} error, D frozen = {error_frozen[k] * EV:.4f} eV")
print(f"ionization energy, all-electron = {ip_ae * EV:.4f} eV")
print(f"ionization energy, pseudo = {ip_ps * EV:.4f} eV")
print("tests ok")
```

Running it gives:

```
r_cut = 0.6350 angstrom
second energy above first = 27.2114 eV
bump added to parabola = 0.0000 eV
V_loc(0) = -72.5675 eV
at r_cut: V_loc = -37.1113 eV
at r_cut: V_H[n] = 68.8430 eV
at r_cut: V_xc[n] = -15.2369 eV
at r_cut: V_ion = -90.7174 eV
at r_cut: -Z_v/r = -90.7046 eV
-r V_ion at 1.7992 angstrom = 4.000000 (charge, e)
s: lowest eigenvalue of S = 0.3313
s: B12, B21 = 10.83043, 8.91631 eV
s11: q = -0.04341; D, int V_loc Q, D0 = 6.7554, 2.6881, 4.0674 eV
s12: q = -0.07034; D, int V_loc Q, D0 = 9.8750, 4.4087, 5.4663 eV
s22: q = -0.11312; D, int V_loc Q, D0 = 14.1388, 7.1617, 6.9771 eV
p: lowest eigenvalue of S = 0.9611
p: B12, B21 = -13.93497, -11.61585 eV
p11: q = 0.04431; D, int V_loc Q, D0 = -7.6361, -2.8543, -4.7819 eV
p12: q = 0.08523; D, int V_loc Q, D0 = -12.0778, -5.5015, -6.5763 eV
p22: q = 0.16258; D, int V_loc Q, D0 = -18.2835, -10.5221, -7.7614 eV
soft charge = 3.99821 e
augmentation charge = 0.00179 e
energy slope, finite difference = -19.18270 eV
energy slope, 2 sum f eps <eta|S|u> = -19.18270 eV
2s all-electron = -13.62926 eV (-0.500866 hartree)
2s pseudo, first iteration = -24.14142 eV
2s pseudo, self-consistent = -13.62926 eV
2s difference = 1.3e-08 eV
2p all-electron = -5.42012 eV (-0.199186 hartree)
2p pseudo, first iteration = -16.21389 eV
2p pseudo, self-consistent = -5.42012 eV
2p difference = 1.1e-08 eV
pseudo-atom iterations = 54
integrated density difference = 7.8e-10 e
C+ 2s all-electron = -25.5934 eV
C+ 2s error, D updated = -0.0216 eV
C+ 2s error, D frozen = -0.7280 eV
C+ 2p all-electron = -17.1269 eV
C+ 2p error, D updated = 0.0533 eV
C+ 2p error, D frozen = 0.8812 eV
ionization energy, all-electron = 10.9907 eV
ionization energy, pseudo = 10.9729 eV
tests ok
```
